\section*{Regularized Nonnegative Inversion of Pore-Lifetime Spectra and Its Nonuniqueness}

\section{The decision and the data model}

Some dielectric models of a porous low-$k$ film take a pore population as input. One must then decide whether to use one pore class or two, and whether to give each class a width. A positron lifetime spectrum can inform that choice, but a smooth curve returned by an inversion does not show which of its features the data require. The scheme below returns such a curve together with bounds on the quantities that enter the decision.

Orthopositronium in a pore decays with a lifetime $\tau$ that depends on the pore. Put $x=\ln\tau$, with $\tau$ measured in ns, and let $f(x)\ge0$ be the detected intensity per unit $x$, referred to time zero. This is an intensity, not a pore-volume fraction: positronium formation, trapping and detection efficiency all enter it. Converting lifetime to pore size needs a separate model. Reading the lifetimes as separate pore classes also assumes that positronium stays in one pore; where pores are connected, it can visit several before it decays. In an uncapped film with open pores it can also escape into vacuum, adding a component near the vacuum lifetime of 142~ns that is not a pore class.

For one lifetime the normalized decay density is $e^{-t/\tau}/\tau$. Its integral over the bin $[t_i,t_{i+1}]$ is
\begin{equation}
K_i(\tau)=\int_{t_i}^{t_{i+1}}\frac{e^{-t/\tau}}{\tau}\,dt
=e^{-t_i/\tau}-e^{-t_{i+1}/\tau}.
\end{equation}
The counts $n_i$ are independent Poisson variables with means
\begin{equation}
\mu_i=B+N\int f(x)K_i(e^x)\,dx ,
\end{equation}
where the background per bin $B$ and the scale $N$ are taken as known. Timing is ideal, and the first bin starts after the fast annihilation components have died.

Divide the lifetime range into $m$ cells of width $h$ in $x$, with midpoints $x_j=\ln\tau_j$. With $c_j=\sqrt h\,f(x_j)$, the norm $|c|^2=h\sum_jf(x_j)^2$ approximates $\int f^2dx$, and the intensity in cell $j$ is $hf(x_j)=\sqrt h\,c_j$. Division by the noise $\sigma_i$ gives
\begin{equation}
A_{ij}=\frac{N\sqrt h\,K_i(\tau_j)}{\sigma_i},\qquad
b_i=\frac{n_i-B}{\sigma_i},\qquad
\chi^2(c)=|Ac-b|^2 .
\end{equation}

The variance $\sigma_i^2$ should come from a fitted mean. If a constant is fitted with weights $1/n_i$, the estimate is $\sum_i(n_i/n_i)/\sum_i(1/n_i)$, a harmonic mean. For positive Poisson counts of mean 50 it tends to 48.98, which is low. A few passes of fitting and reweighting greatly reduce this coupling between a bin's fluctuation and its weight.

\section{Why the inversion loses detail}

Consider first an unlimited time and lifetime range with uniform noise per unit time. The count density is $g(t)=\int f(x)e^{-t/\tau}\tau^{-1}dx$. Multiplication by $\sqrt t$ gives
\begin{equation}
\sqrt t\,g(t)=\int \sqrt{\frac t\tau}\,e^{-t/\tau}\,
\frac{f(x)}{\sqrt\tau}\,dx .
\end{equation}
The kernel depends only on $u=\ln t-x$, so this is a convolution. The factor $\sqrt t$ also preserves the noise norm, since $\int g^2dt=\int(\sqrt t\,g)^2d(\ln t)$. A ripple $e^{i\omega x}$ in $f/\sqrt\tau$ is multiplied by the Fourier transform of the kernel. With $y=e^u$,
\begin{equation}
\int_{-\infty}^{\infty}e^{u/2-e^u}e^{-i\omega u}du
=\int_0^\infty y^{-1/2-i\omega}e^{-y}dy
=\Gamma(\tfrac12-i\omega).
\end{equation}
The reflection formula gives the modulus,
\begin{equation}
|\Gamma(\tfrac12-i\omega)|^2
=\Gamma(\tfrac12+i\omega)\Gamma(\tfrac12-i\omega)
=\frac{\pi}{\sin[\pi(\frac12+i\omega)]}
=\frac{\pi}{\cosh\pi\omega}.
\end{equation}
The gain is therefore $\sqrt{\pi/\cosh\pi\omega}$, which tends to $\sqrt{2\pi}\,e^{-\pi\omega/2}$ at large $\omega$. A ripple of period $P=2\pi/\omega$ in $\ln\tau$ is suppressed by $e^{-\pi^2/P}$, apart from the prefactor. Halving the period squares this exponential factor.

A finite range and Poisson weights change the numbers. They are included in the singular value decomposition $A=USV^T$, with singular values $s_k$ and right vectors $v_k$. Without constraints or regularization, $v_k\cdot c=(u_k\cdot b)/s_k$. Since $b$ has unit noise in every direction, this component has standard deviation $1/s_k$.

\section{The regularized solution}

For $\lambda>0$, minimize
\begin{equation}
J(c)=|Ac-b|^2+\lambda|c|^2,\qquad c_j\ge0 .
\end{equation}
The second term makes $J$ strictly convex, so the minimizer $\hat c$ is unique. This is uniqueness of the answer to a regularized problem, not of the distribution behind the data.

At the minimum, half the gradient must be nonnegative in every component and zero wherever $\hat c_j>0$:
\begin{equation}
\eta=A^T(A\hat c-b)+\lambda\hat c\ge0,\qquad \eta_j\hat c_j=0 .
\end{equation}
If $\hat c_j>0$, then $\lambda\hat c_j=[A^T(b-A\hat c)]_j$. If $\hat c_j=0$, the same bracket equals $-\eta_j\le0$. Both cases are contained in
\begin{equation}
\hat c=\frac1\lambda\max\!\left[0,A^T(b-A\hat c)\right].
\end{equation}
Because $J$ is convex, these conditions are also sufficient.

Without positivity, setting the gradient to zero and projecting on $v_k$ gives $(s_k^2+\lambda)\,v_k\cdot c=s_k\,u_k\cdot b$, hence
\begin{equation}
c_{\rm free}=\sum_k\frac{s_k}{s_k^2+\lambda}(u_k\cdot b)\,v_k .
\end{equation}
Relative to the unregularized component, mode $k$ is multiplied by $s_k^2/(s_k^2+\lambda)$. This sum can be negative, and clipping its negative parts does not in general solve the constrained problem.

\subsection{Choosing $\lambda$}

Let $\chi^2_{\min}$ be the smallest misfit over $c\ge0$, and define the admissible set
\begin{equation}
S=\{c\ge0:\ \chi^2(c)\le\chi^2_{\min}+\Delta\}.
\end{equation}
To set $\Delta$, simulate data from a preliminary fit, refit each data set, and take the 95\% quantile of the generator's misfit minus the minimum misfit. This is an approximate calibration, because the preliminary fit stands in for the truth.

Next choose $\lambda$ so that $\chi^2(\hat c)=\chi^2_{\min}+\Delta$. Bisection works because the misfit cannot decrease with $\lambda$. To see this, let $c_1,c_2$ be the minimizers for $\lambda_1<\lambda_2$. Each is optimal for its own problem:
\begin{align}
\chi^2(c_1)+\lambda_1|c_1|^2&\le\chi^2(c_2)+\lambda_1|c_2|^2,\\
\chi^2(c_2)+\lambda_2|c_2|^2&\le\chi^2(c_1)+\lambda_2|c_1|^2 .
\end{align}
Adding them gives $(\lambda_2-\lambda_1)(|c_2|^2-|c_1|^2)\le0$, so $|c_2|\le|c_1|$. The first line then gives $\chi^2(c_1)\le\chi^2(c_2)$. As $\lambda\to0$ the misfit tends to $\chi^2_{\min}$; as $\lambda\to\infty$, $\hat c\to0$ and the misfit tends to $|b|^2$. A solution exists if $\Delta<|b|^2-\chi^2_{\min}$.

For any $c\in S$, optimality of $\hat c$ gives
\begin{equation}
\lambda(|c|^2-|\hat c|^2)\ge\chi^2(\hat c)-\chi^2(c)\ge0 .
\end{equation}
Thus $\hat c$ is the smallest-norm member of $S$. The norm, not the data, selects it.

\section{What the data leave open}

Take two members $c_1,c_2$ of $S$, with residuals $r_a=Ac_a-b$. Their midpoint is nonnegative, so its misfit is at least $\chi^2_{\min}$. The parallelogram identity gives
\begin{align}
|A(c_1-c_2)|^2
&=2|r_1|^2+2|r_2|^2-4\left|\frac{r_1+r_2}{2}\right|^2\nonumber\\
&\le4(\chi^2_{\min}+\Delta)-4\chi^2_{\min}=4\Delta .
\end{align}
The left side equals $\sum_ks_k^2[v_k\cdot(c_1-c_2)]^2$. No single term can exceed the sum, hence
\begin{equation}
|v_k\cdot(c_1-c_2)|\le\frac{2\sqrt\Delta}{s_k}.
\end{equation}
This is an upper bound. Positivity and the other modes may restrict the difference further.

For a decision, bound the relevant intensity directly. Write it as $w\cdot c$, where $w_j=\sqrt h$ inside the chosen lifetime interval and zero outside. For a trial value $v$ and a large $W$, minimize
\begin{equation}
|Ac-b|^2+W^2(w\cdot c-v)^2,\qquad c\ge0,
\end{equation}
and bisect on $v$ until the misfit reaches $T=\chi^2_{\min}+\Delta$. Let $c^*$ be the result, $q=A^T(Ac^*-b)$ and $\rho=W^2(v-w\cdot c^*)$. The optimality conditions are $q_j\ge\rho w_j$, with equality where $c_j^*>0$. Therefore $q\cdot(c-c^*)\ge\rho\,w\cdot(c-c^*)$ for every $c\ge0$. Expanding the quadratic misfit about $c^*$ and dropping the nonnegative second-order term gives, for $c\in S$,
\begin{equation}
T\ge\chi^2(c)\ge\chi^2(c^*)+2\rho\,w\cdot(c-c^*).
\end{equation}
For $\rho>0$, no member exceeds $w\cdot c^*$ by more than $[T-\chi^2(c^*)]/(2\rho)$. For $\rho<0$ the same argument certifies a minimum, with $|\rho|$ in the denominator. If $v=0$ is already admissible, the minimum is zero.

\section{Implementation, cost and stability}

\begin{verbatim}
INVERT(counts, B, N, time edges, lifetime cells)
  variance = max(counts, 1)
  repeat 3 times:
    build A, b; pilot = NNRIDGE(A, b, 1)
    variance = mean predicted by pilot
  build A, b; compute the SVD of A
  c0 = NNRIDGE(A, b, tiny ridge); chi2min = chi2(c0)
  Delta = 95% quantile from data simulated with pilot
  bisect ln(lambda) until chi2 = chi2min + Delta
  for each intensity needed: bisect its extremes over S
  return c, singular values, extremes

NNRIDGE(A, b, lambda)
  c = 0; free set F = empty
  loop:
    d = A^T(b - A c) - lambda c
    if d_j <= tolerance for all j outside F: return c
    add the j outside F with largest d_j to F
    loop:
      z = unconstrained ridge solution on F
      if all z_j > 0 on F: set c = z; leave inner loop
      a = min c_j/(c_j - z_j) over j in F with z_j <= 0
      c = c + a(z - c); remove the blocking j from F
\end{verbatim}

A newly freed cell has $d_j>0$. If $z$ is the minimizer on the enlarged set, convexity gives $0>J(z)-J(c)\ge-2d_jz_j$, so $z_j>0$. The first step is then nonzero and lowers $J$. No completed free set can recur, and the number of sets is finite, so the loop ends in exact arithmetic. In floating-point arithmetic, keep the tolerance above roundoff and cap the iteration count.

For $M$ bins and $m<M$ cells, the decomposition costs $O(Mm^2)$ operations. It permits the reduction
\begin{equation}
|Ac-b|^2=|SV^Tc-U^Tb|^2+|b-UU^Tb|^2 ,
\end{equation}
whose last term is independent of $c$. If $r$ singular values are retained, a solve with $p$ free cells costs $O((r+p)p^2)$. Solve the stacked least-squares problem rather than its normal equations, which square the condition number.

The regularized map is stable. Let $\delta$ be the change in $\hat c$ when $b$ changes by $\beta$. The conditions $\eta\ge0$ and $\eta_j\hat c_j=0$ imply $\eta\cdot(c-\hat c)\ge0$ for every $c\ge0$. Write this for each of the two problems, with $c$ the minimizer of the other, and add:
\begin{equation}
|A\delta|^2+\lambda|\delta|^2\le\beta\cdot A\delta
\le|\beta||A\delta| .
\end{equation}
Since $|\beta|a-a^2\le|\beta|^2/4$ for every $a$, it follows that $|\delta|\le|\beta|/(2\sqrt\lambda)$ at fixed $A$ and $\lambda$. This limits the response to noise, not the bias: a very large $\lambda$ gives a stable answer near zero.

\section{Worked example}

The model has log-normal classes centred at 8 and 40~ns, with intensities 0.4 and 0.6 and width $\sigma_x=0.25$ in $\ln\tau$. The scale is $N=10^6$ decays referred to time zero, of which about $7.4\times10^5$ are expected in the 600 one-nanosecond bins starting at 5~ns. There are 50 background counts per bin. Decay numbers below are also referred to time zero. Sixty cells span 2.25--144~ns. The simulated means come from a finer quadrature than the inversion grid. Further values are in the numerical output.

The class spacing is $P=\ln5$, so $\omega=2\pi/\ln5=3.90$. In the unlimited-range model, the gain relative to zero frequency is 0.0031. For the actual finite, weighted problem, $s_1=1774$ and $s_{10}=1.79$. Doubling the number of cells changes each of the first six singular values by less than 2\% in a numerical test, so their decay is not an artefact of the grid.

The calibration from 200 simulated data sets gives $\Delta=16.4$ and $2\sqrt\Delta=8.10$. This quantile carries sampling error: 1500 data sets give 15.6. The mode bound is $8.10/1774=0.0046$ for $k=1$, but $8.10/1.79=4.5$ for $k=10$, compared with $|\hat c|=0.70$. Seven modes have a bound below $|\hat c|$. With 100 times the decays and background, all $s_k$ grow tenfold; at the same $\Delta$ and reference norm the number rises to ten. Both counts depend on the lifetime range: extending it down to 1.125~ns gives eight and eleven.

The selected $\lambda=588$ is close to $s_7^2=24.04^2=578$, so the unconstrained filter passes about half of mode 7. Without positivity, the density at this $\lambda$ falls to $-0.11$ per unit $\ln\tau$. The constrained curve has maxima at 7.6 and 42.8~ns. It places $3.2+4.8=8.0\%$ of the intensity, in units of $N$, between 12.7 and 25.5~ns, where the truth has $1.3+2.1=3.3\%$ after rounding. The valley is partly filled.

The bounds show what may be reported:
\begin{center}
\begin{tabular}{lcccc}
Interval & True & Regularized & Minimum & Maximum\\
above 18 ns & 0.600 & 0.606 & 0.494 & 0.696\\
36.0--44.3 ns & 0.194 & 0.157 & 0.000 & 0.552
\end{tabular}
\end{center}
The third digit depends on the grid: with 120 cells, at the same weights and $\Delta$, the ranges become 0.490--0.699 and 0.000--0.556. The long-lifetime intensity is substantial throughout $S$. The intensity close to 40~ns may vanish or may nearly exhaust the long class. The two window extremes differ by 2.45 in norm but by only 4.01 in whitened signal, below the limit 8.10. Of their squared difference, 99.8\% lies in modes whose bound is at least $|\hat c|$.

In 200 fresh data sets drawn from the truth, with the weights and $\Delta$ held fixed, $S$ contained the truth in 92.5\% of cases. The nominal value is 95\%. Binomial scatter alone is $\sqrt{0.95\times0.05/200}=1.5$ percentage points, and the simulated quantile adds its own uncertainty. With 1500 data sets the coverage at this $\Delta$ is 96\%.

\subsection{Continuous classes or discrete lifetimes?}

Replace each class by two equal discrete intensities at $x_0\pm\sigma_x$. About $x_0$, both descriptions have variance $\sigma_x^2$ and vanishing odd moments. Their fourth moments are $3\sigma_x^4$ and $\sigma_x^4$, so the leading difference in the kernel average is
\begin{equation}
\frac{3\sigma_x^4-\sigma_x^4}{4!}\frac{d^4K_i}{dx^4}
=\frac{\sigma_x^4}{12}\frac{d^4K_i}{dx^4}.
\end{equation}
At $\sigma_x=0.25$ this term alone has nearly the right shape but overstates the whitened norm of the difference by about 20\%, so higher moments still matter. The four lifetimes are 6.2, 10.3, 31.2 and 51.4~ns. Their misfit, 635.0, lies below the limit 642.2; the true distribution has 629.2. The admissibility criterion therefore does not exclude this set of four zero-width components. It does not follow that two zero-width components, one per class, would also be admissible. A fit with two free lifetimes reaches a misfit of only 924 and is excluded, while three free lifetimes reach 631.

This does not make the two models indistinguishable. Let $d$ be the norm of their whitened signal difference. In the Gaussian approximation, half the misfit difference has mean $d^2/2$ in favour of the correct model and standard deviation $d$. For equal prior probabilities, the best decision errs with probability $\Phi(-d/2)$, where $\Phi$ is the standard normal distribution function. Here $d=1.96$ gives 16.4\%, and Poisson sampling gives 16.0\%. An error of 5\% needs $d=3.29$. Since $d\propto\sqrt N$ when background scales with $N$, this takes $(3.29/1.96)^2\times10^6\approx2.8\times10^6$ decays. This figure holds only for lifetimes fixed at $x_0\pm\sigma_x$. Four lifetimes and intensities adjusted to the true signal come as close as $d\approx0.28$, which raises the requirement to about $1.4\times10^8$ decays. Choosing between two specified models is an easier task than recovering an unrestricted distribution.

\section{Failure modes}

\begin{itemize}
\item \textbf{Wrong background.} An error $\delta B$ changes the whitened data by at most $\sqrt{600/50}\,|\delta B|=3.5|\delta B|$ in the example, since $\sigma_i^2\ge50$. For one count per bin this upper bound is comparable with $\sqrt\Delta=4.1$, so such an error cannot be dismissed without a check. An uncertain background should be fitted and included in the bounds.
\item \textbf{Wrong lifetime range.} Intensity outside the range is forced into allowed cells or into the residual. Repeat the bounds with a wider range.
\item \textbf{Wrong decay model.} $S$ is defined relative to the best fit, so it can look narrow even when every fit is poor. Inspect $\chi^2_{\min}$ and the residuals first. Here $\chi^2_{\min}=626$ for 600 bins, while the noise misfit has a standard deviation of about $\sqrt{1200}=35$.
\item \textbf{Few counts.} Gaussian weighting fails when expected counts are small. Merge bins or use the Poisson likelihood; the quadratic bounds above must then be replaced.
\item \textbf{Reading peaks as proof.} Two maxima in $\hat c$ do not show that every member of $S$ has two classes. If that matters, minimize the misfit over nonnegative curves that rise up to a chosen cell and fall after it, and repeat for every cell. If the smallest misfit found exceeds $\chi^2_{\min}+\Delta$, no member of $S$ has a single peak. In the example this smallest misfit is about 715, above the limit 642.2, so a single peak is excluded. A large maximum of the intensity in the valley does not show that a single peak is admissible, because the added intensity may form a peak of its own.
\end{itemize}

\section*{Computed values}
\begin{verbatim}
decays 1000000; background 50 counts/bin; bins 600; cells 60
class centres (ns): [ 8. 40.]  intensities: [0.4 0.6]  width in ln tau: 0.25
time range 5 to 605 ns; lifetime range 2.25 to 144.0 ns; h = 0.06931
harmonic mean of Poisson counts with mean 50: 48.979
ripple frequency for the two classes: 3.904
its gain relative to zero frequency: 0.00307
grid error in whitened signal: 1.77e-04
k, singular value s_k, largest mode difference 2 sqrt(Delta)/s_k:
   1  1.7742e+03  4.5677e-03
   2  1.0951e+03  7.4002e-03
   3  5.4821e+02  1.4783e-02
   4  2.5987e+02  3.1185e-02
   5  1.2036e+02  6.7331e-02
   6  5.4417e+01  1.4893e-01
   7  2.4036e+01  3.3717e-01
   8  1.0365e+01  7.8189e-01
   9  4.3612e+00  1.8582e+00
  10  1.7906e+00  4.5260e+00
minimum chi2 625.778; Delta 16.419; limit 642.197
chi2 of true distribution 629.186
coverage in 200 fresh data sets: 92.5 %
selected lambda 588.3868; norm of c: regularized 0.7019, true 0.7660
maxima of regularized density (ns): [ 7.57 42.81]
lowest density without positivity: -0.1084
modes with difference limit below norm of c: 7
same count with 100 times the decays and background: 10
fractions: true, regularized, minimum, maximum
  above 18 ns: 0.5998 0.6062 0.4944 0.6958
  36.0 to 44.3 ns: 0.1941 0.1573 0.0000 0.5515
intensity (%) by lifetime interval (ns): true, regularized, window minimum, window maximum
    2.25-  3.18:    0.00    0.00    0.00    0.00
    3.18-  4.50:    0.41    1.20    0.00    0.00
    4.50-  6.36:    6.75   10.06   13.79   16.35
    6.36-  9.00:   20.10   14.95    0.00    0.00
    9.00- 12.73:   11.48   10.47   25.80   26.25
   12.73- 18.00:    1.27    3.15    0.00    0.00
   18.00- 25.46:    2.07    4.82    0.00    0.00
   25.46- 36.00:   18.08   17.38   34.08    0.00
   36.00- 50.91:   29.83   26.08    4.99   55.15
   50.91- 72.00:    9.44   12.34   21.25    0.00
   72.00-101.82:    0.54    0.00    0.00    2.39
  101.82-144.00:    0.01    0.00    0.09    0.00
window extremes: norm of difference 2.4540, whitened signal difference 4.0141
share of squared difference in poorly seen modes: 99.83 %
four discrete lifetimes (ns): [ 6.23  10.272 31.152 51.361]
chi2 of discrete model: 635.041
continuous-discrete separation d: 1.9602
decision error: formula 0.1635, sampled 0.1596
decays for 5 % decision error, background scaled: 2.816e+06
\end{verbatim}
